# Shooting for the Initial Slope of the Neutral Thomas-Fermi Atom: a program that tests the result

```python
"""Neutral Thomas-Fermi atom: phi'' = phi^(3/2)/sqrt(x), phi(0)=1, phi(inf)=0.
Result under test: the initial slope B = phi'(0) is about -1.588, found by
outward shooting from a power series in t = sqrt(x).
phi: screening function, x = r/a, a: screening length, psi = dphi/dx.
Potential energy of a unit positive test charge: Z e^2 phi(r/a)/r.
Independent road: one inward integration from the tail, then rescaling.
Example: a 500 eV proton meeting a free zinc atom head-on."""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from pyscf import gto, scf
from pyscf.data import elements

scf.hf.MUTE_CHKFILE = True      # keep the calculation free of files


def near_series(slope, order=40):
    """Coefficients a_k of phi = sum a_k t^k."""
    a = np.zeros(order + 1)
    h = np.zeros(order + 1)     # coefficients of phi^(3/2)
    a[0], a[2], h[0] = 1.0, slope, 1.0
    for k in range(3, order + 1):
        m = k - 3
        if m > 0:
            j = np.arange(1, m + 1)
            h[m] = np.sum((2.5 * j - m) * a[j] * h[m - j]) / m
        a[k] = 4 * h[m] / (k * (k - 2))
    return a


def series_start(slope, t0):
    a = near_series(slope)
    k = np.arange(len(a))
    phi = np.sum(a * t0**k)
    psi = np.sum(0.5 * k[2:] * a[2:] * t0**(k[2:] - 2))
    return [phi, psi]


def linear_start(slope, t0):
    return [1 + slope * t0**2, slope]


def rhs(t, y):
    f = max(y[0], 0.0)
    return [2 * t * y[1], 2 * f * np.sqrt(f)]


def phi_zero(t, y):
    return y[0]


def psi_zero(t, y):
    return y[1]


phi_zero.terminal = True
psi_zero.terminal = True
T0 = 0.2


def shoot(slope, start=series_start, t0=T0):
    """-1 if phi reaches zero, +1 if phi turns upward; and the x of it."""
    y0 = start(slope, t0)
    if y0[1] >= 0:
        return 1, t0**2
    s = solve_ivp(rhs, (t0, 60), y0, method="DOP853", rtol=1e-13,
                  atol=1e-16, events=(phi_zero, psi_zero))
    assert s.status == 1, "shot ended without a verdict"
    if len(s.t_events[0]):
        return -1, s.t_events[0][0]**2
    return 1, s.t_events[1][0]**2


def bisect(width, start=series_start, t0=T0):
    low, high, count = -7 / 3, 0.0, 0
    while high - low > width:
        mid = 0.5 * (low + high)
        if shoot(mid, start, t0)[0] < 0:
            low = mid
        else:
            high = mid
        count += 1
    return 0.5 * (low + high), count


# --- the leading coefficients satisfy the squared equation symbolically
t, b = sp.symbols("t b")
R = sp.Rational
poly = (1 + b*t**2 + R(4, 3)*t**3 + R(2, 5)*b*t**5 + t**6/3
        + R(3, 70)*b**2*t**7 + R(2, 15)*b*t**8)
first = sp.expand(sp.diff(poly, t) / (2*t))
second = sp.expand(sp.diff(first, t) / (2*t))
residual = sp.expand((t*second)**2 - poly**3)
assert all(sp.simplify(residual.coeff(t, k)) == 0 for k in range(6))

# --- outward shooting
side, x_end = shoot(-7 / 3)
assert side == -1 and x_end < 1
assert shoot(0.0)[0] == 1
B, n_shots = bisect(1e-13)
assert abs(B + 1.588) < 5e-4
print(f"slope B from outward shooting: {B:.10f}")
print(f"bisection shots: {n_shots}; series start x = {T0**2:.3f}")
for trial in (-1.7, -1.6, -1.59, -1.588, -1.58, -1.5):
    side, x_end = shoot(trial)
    assert side == (1 if trial > B else -1)
    word = "turns up" if side > 0 else "reaches 0"
    print(f"trial slope {trial:.3f}: phi {word} at x = {x_end:.3f}")

# --- the series against direct integration from the nucleus
direct = solve_ivp(rhs, (0, T0), [1, B], method="DOP853",
                   rtol=1e-13, atol=1e-15).y[:, -1]
start_values = np.array(series_start(B, T0))
assert np.max(abs(direct - start_values)) < 1e-11
print(f"series at start: phi = {start_values[0]:.8f}, "
      f"phi' = {start_values[1]:.8f}")

# --- convergence radius: zero of phi at negative t against coefficients
back = solve_ivp(rhs, (0, -1.5), [1, B], method="DOP853", rtol=1e-12,
                 atol=1e-14, events=phi_zero)
radius = abs(back.t_events[0][0])
coef = near_series(B, 200)
k_last = 199
radius_series = (abs(coef[k_last] / coef[k_last + 1])
                 / (1 + 1 / k_last)**4.5)
assert abs(radius_series / radius - 1) < 2e-3
print(f"series radius in t: {radius:.4f} (zero of phi), "
      f"{radius_series:.4f} (coefficients)")
print(f"series radius in x: {radius**2:.4f}")

# --- what happens when the x^(3/2) term is left out of the start
for x0 in (1e-2, 1e-4):
    wrong = bisect(1e-7, linear_start, np.sqrt(x0))[0]
    assert abs((wrong - B) / (2 * np.sqrt(x0)) - 1) < 0.03
    print(f"linear start at x0 = {x0:.0e}: slope {wrong:.5f}, "
          f"shift {wrong - B:.5f}")

# --- inward road: tail series with an arbitrary amplitude, then rescaling
sigma = (np.sqrt(73) - 7) / 2
tail = np.zeros(13)
tail_power = np.zeros(13)
tail[0], tail[1], tail_power[0], tail_power[1] = 1, -1, 1, -1.5
for k in range(2, 13):
    rest = sum((2.5*j - k) * tail[j] * tail_power[k - j]
               for j in range(1, k)) / k
    tail[k] = 12 * rest / ((3 + k*sigma) * (4 + k*sigma) - 18)
    tail_power[k] = rest + 1.5 * tail[k]
x_far = 1e4
ks = np.arange(13)
u = x_far**(-sigma * ks)
far = [144 * x_far**-3 * np.sum(tail * u),
       -144 * x_far**-4 * np.sum((3 + ks*sigma) * tail * u)]
inward = solve_ivp(rhs, (np.sqrt(x_far), 0), far, method="DOP853",
                   rtol=1e-13, atol=1e-30, dense_output=True)
assert inward.success
phi_origin, psi_origin = inward.y[:, -1]
scale = phi_origin**(-1 / 3)
B_inward = psi_origin * scale**4
assert abs(B_inward - B) < 1e-10
print(f"slope B from inward integration: {B_inward:.10f}")
tail_amplitude = scale**(-sigma)
print(f"tail: sigma = {sigma:.5f}, amplitude c = {tail_amplitude:.4f}")


def screen(x):
    return inward.sol(np.sqrt(scale * x))[0] * scale**3


def screen_slope(x):
    return inward.sol(np.sqrt(scale * x))[1] * scale**4


def outward_phi(slope, x):
    s = solve_ivp(rhs, (T0, np.sqrt(x)), series_start(slope, T0),
                  method="DOP853", rtol=1e-13, atol=1e-16)
    return s.y[0, -1]


for x in (1.0, 5.0, 10.0, 20.0):
    assert abs(outward_phi(B, x) / screen(x) - 1) < 1e-6
    print(f"phi({x:.0f}) = {screen(x):.6f}")
print(f"phi(100) x^3/144 = {screen(100.0) * 100**3 / 144:.4f}")


# --- growth of a slope error v = dphi/dB; p = dln v/dln x
def growth(log_x, y):
    x = np.exp(log_x)
    return [1.5 * x**1.5 * np.sqrt(screen(x)) - y[0]**2 + y[0], y[0]]


marks = np.log([10.0, 50.0, 1e5])
g = solve_ivp(growth, (np.log(1e-8), marks[-1]), [1, np.log(1e-8)],
              rtol=1e-8, atol=1e-9, t_eval=marks)
gain = np.exp(g.y[1])
h = 1e-7
gain_shots = (outward_phi(B + h, 10.0) - outward_phi(B - h, 10.0)) / (2*h)
assert abs(gain_shots / gain[0] - 1) < 1e-4 and gain[0] > 10
growth_power = (1 + np.sqrt(73)) / 2
assert abs(g.y[0, 2] - growth_power) < 0.01
print(f"slope-error gain: {gain[0]:.4g} at x=10, {gain[1]:.4g} at x=50")
print(f"growth power: {g.y[0, 2]:.4f} at x=1e5, limit {growth_power:.4f}")
print(f"slope error for 1% of phi(50): "
      f"{0.01 * screen(50.0) / gain[1]:.2e}")

# --- zinc atom: charge and energy from the density itself (atomic units)
Z = 30
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e9
a = 0.5 * (3 * np.pi / 4)**(2 / 3) * Z**(-1 / 3)
logs = np.linspace(np.log(1e-18), np.log(2e5), 9000)
xs = np.exp(logs)
r = a * xs
density = (2 * Z * screen(xs) / r)**1.5 / (3 * np.pi**2)
shell = 4 * np.pi * r**3 * density
enclosed = CubicSpline(logs, shell).antiderivative()(logs)


def integral(values):
    return float(CubicSpline(logs, values).integrate(logs[0], logs[-1]))


fermi_const = 0.3 * (3 * np.pi**2)**(2 / 3)
kinetic = integral(4 * np.pi * r**3 * fermi_const * density**(5 / 3))
attraction = -Z * integral(shell / r)
repulsion = integral(enclosed * shell / r)
energy = kinetic + attraction + repulsion
energy_slope = 3 / 7 * B * Z**2 / a
assert abs(enclosed[-1] / Z - 1) < 1e-6
assert abs(energy / energy_slope - 1) < 1e-6
assert abs(attraction / (B * Z**2 / a) - 1) < 1e-6
print(f"zinc Z = {Z}: a = {a * bohr:.6f} nm, "
      f"electrons = {enclosed[-1]:.6f}")
print(f"kinetic, attraction, repulsion: {kinetic:.2f}, "
      f"{attraction:.2f}, {repulsion:.2f} hartree")
print(f"TF energy: {energy:.3f} (density), {energy_slope:.3f} "
      f"(slope) hartree")

# --- head-on proton
E_lab = 500.0
m_p = const.physical_constants["proton mass in u"][0]
m_zn = elements.MASSES[Z]
E_rel = E_lab * m_zn / (m_p + m_zn)
e2 = hartree * bohr
a_nm = a * bohr


def tf_energy(r_nm):
    return Z * e2 / r_nm * screen(r_nm / a_nm)


r_turn = brentq(lambda q: tf_energy(q) - E_rel, 0.002, 0.2, xtol=1e-13)


def two_body(time, y):
    sep = y[1] - y[0]
    x = sep / a_nm
    dV = Z * e2 * (screen_slope(x) / (a_nm * sep) - screen(x) / sep**2)
    return [y[2], y[3], dV, -dV * m_p / m_zn]


def turning(time, y):
    return y[2] - y[3]


turning.terminal = True
path = solve_ivp(two_body, (0, 1), [0, 5.0, np.sqrt(2 * E_lab), 0],
                 method="DOP853", rtol=1e-10, atol=1e-11, events=turning)
y_end = path.y_events[0][0]
assert abs((y_end[1] - y_end[0]) / r_turn - 1) < 1e-5
print(f"proton: {E_lab:.1f} eV lab, {E_rel:.2f} eV relative motion")
print(f"TF turning distance: {r_turn:.5f} nm, x = {r_turn/a_nm:.4f}, "
      f"phi = {screen(r_turn/a_nm):.4f}")
print(f"turning distance from trajectory: {y_end[1] - y_end[0]:.5f} nm")


# --- Hartree-Fock comparison
def run_hf(mol, dm0=None):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-9
    mf.max_cycle = 100
    mf.kernel(dm0)
    if not mf.converged:
        mo, occ = mf.mo_coeff, mf.mo_occ
        mf = mf.newton()
        mf.kernel(mo, occ)
    assert mf.converged
    return mf


def hf_energy(mol, dm, r_nm):
    d = r_nm / bohr
    with mol.with_rinv_origin((0, 0, d)):
        rinv = mol.intor("int1e_rinv")
    return hartree * (Z / d - np.einsum("ij,ji", rinv, dm))


atom = gto.M(atom="Zn 0 0 0", basis="def2-tzvp", unit="Bohr", verbose=0)
hf_atom = run_hf(atom)
dm_atom = hf_atom.make_rdm1()
print(f"HF energy of zinc: {hf_atom.e_tot:.3f} hartree; "
      f"TF/HF = {energy / hf_atom.e_tot:.4f}")
for q in (0.005, 0.01, 0.02, 0.05, 0.1, 0.27):
    print(f"r = {q:.3f} nm: test-charge energy TF {tf_energy(q):.3f}, "
          f"HF {hf_energy(atom, dm_atom, q):.3f} eV")
r_hf = brentq(lambda q: hf_energy(atom, dm_atom, q) - E_rel, 0.005, 0.1)
print(f"HF static turning distance: {r_hf:.5f} nm")

d = r_turn / bohr
ghost = gto.M(atom=f"Zn 0 0 0; ghost-H 0 0 {d:.12f}", basis="def2-tzvp",
              unit="Bohr", verbose=0)
pair = gto.M(atom=f"Zn 0 0 0; H 0 0 {d:.12f}", basis="def2-tzvp",
             unit="Bohr", charge=1, verbose=0)
hf_ghost = run_hf(ghost)
dm_ghost = hf_ghost.make_rdm1()
static = hf_energy(ghost, dm_ghost, r_turn)
hf_pair = run_hf(pair, dm_ghost)
relaxed = (hf_pair.e_tot - hf_ghost.e_tot) * hartree
assert relaxed < static
print(f"at TF turning distance: HF static {static:.2f} eV, "
      f"relaxed {relaxed:.2f} eV")
print(f"electron response: {relaxed - static:.2f} eV")
lumo = hf_pair.mo_energy[Z // 2] * hartree
print(f"capture shift (frozen orbital): {hartree / 2 + lumo:.2f} eV")

# --- other neglected effects
mass_ratio = const.m_p / const.m_e
speed = np.sqrt(2 * E_lab / hartree / mass_ratio)
spacing = 0.27 / bohr
k_fermi = (3 * np.pi**2 * 2 * np.sqrt(2) / spacing**3)**(1 / 3)
friction = 4 * k_fermi**2 * speed / (3 * np.pi)
wavelength = const.h / np.sqrt(2 * const.m_p * E_lab * const.e) * 1e9
print(f"proton speed: {speed:.4f} atomic units; k_F = "
      f"{k_fermi / bohr:.2f} 1/nm")
print(f"friction: {friction * hartree / bohr:.1f} eV/nm, "
      f"{friction * spacing * hartree:.2f} eV per 0.27 nm")
print(f"proton wavelength: {wavelength:.5f} nm")
print(f"(Z alpha)^2 = {(Z * const.fine_structure)**2:.4f}")
print("no test failed")
```

Output:

```
slope B from outward shooting: -1.5880710226
bisection shots: 45; series start x = 0.040
trial slope -1.700: phi reaches 0 at x = 1.595
trial slope -1.600: phi reaches 0 at x = 3.409
trial slope -1.590: phi reaches 0 at x = 5.503
trial slope -1.588: phi turns up at x = 9.953
trial slope -1.580: phi turns up at x = 3.175
trial slope -1.500: phi turns up at x = 1.287
series at start: phi = 0.94696277, phi' = -1.19910345
series radius in t: 0.6652 (zero of phi), 0.6655 (coefficients)
series radius in x: 0.4425
linear start at x0 = 1e-02: slope -1.39075, shift 0.19732
linear start at x0 = 1e-04: slope -1.56807, shift 0.02000
slope B from inward integration: -1.5880710226
tail: sigma = 0.77200, amplitude c = 13.2710
phi(1) = 0.424008
phi(5) = 0.078808
phi(10) = 0.024314
phi(20) = 0.005785
phi(100) x^3/144 = 0.6961
slope-error gain: 202.7 at x=10, 7.497e+04 at x=50
growth power: 4.7699 at x=1e5, limit 4.7720
slope error for 1% of phi(50): 8.43e-11
zinc Z = 30: a = 0.015078 nm, electrons = 30.000000
kinetic, attraction, repulsion: 2149.80, -5016.21, 716.60 hartree
TF energy: -2149.803 (density), -2149.803 (slope) hartree
proton: 500.0 eV lab, 492.41 eV relative motion
TF turning distance: 0.02519 nm, x = 1.6705, phi = 0.2871
turning distance from trajectory: 0.02519 nm
HF energy of zinc: -1777.807 hartree; TF/HF = 1.2092
r = 0.005 nm: test-charge energy TF 6050.087, HF 5983.413 eV
r = 0.010 nm: test-charge energy TF 2311.439, HF 2234.914 eV
r = 0.020 nm: test-charge energy TF 750.057, HF 690.252 eV
r = 0.050 nm: test-charge energy TF 119.698, HF 70.079 eV
r = 0.100 nm: test-charge energy TF 21.799, HF 9.408 eV
r = 0.270 nm: test-charge energy TF 1.182, HF 0.075 eV
HF static turning distance: 0.02357 nm
at TF turning distance: HF static 425.25 eV, relaxed 396.70 eV
electron response: -28.56 eV
capture shift (frozen orbital): 8.13 eV
proton speed: 0.1415 atomic units; k_F = 16.20 1/nm
friction: 22.7 eV/nm, 6.13 eV per 0.27 nm
proton wavelength: 0.00128 nm
(Z alpha)^2 = 0.0479
no test failed
```
